A thin insulating sheet lies 0.5 nm above a dielectric of relative permittivity 4. The image energies of an added electron and an added hole suggest that its transport gap should shrink by 0.86 eV. If the sheet itself is polarizable, with a screening length of 4 nm, the same electrostatics gives only 0.17 eV. Both numbers rest on static image interactions. The difference is that a polarizable sheet weakens the field of the added charge before it reaches the substrate, and weakens the substrate's response on its way back.

## The gap as a difference of total energies

Let $E(N)$ be the ground-state energy of the neutral sheet together with its surroundings. The ionization energy is $I=E(N-1)-E(N)$ and the electron affinity is $A=E(N)-E(N+1)$. The transport, or quasiparticle, gap is

$$E_g=I-A=E(N+1)+E(N-1)-2E(N). \tag{1}$$

The electron and the hole are added in separate experiments, so they do not attract each other in (1).

The sheet is at $z=0$ in vacuum, and the substrate fills $z<-d$ with relative permittivity $\varepsilon$. Its response is taken as linear, local and static, with a flat surface. Charge transfer, hybridization, interface dipoles and changes of structure are excluded. A neutral sheet whose charge varies only within its unit cells has an external field that decays rapidly with distance, so the substrate's effect on $E(N)$ through this field is neglected. Van der Waals energies that are common to the three charge states cancel in (1). What remains is the response to one added charge. I use

$$K=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm},\qquad \beta=\frac{\varepsilon-1}{\varepsilon+1}. \tag{2}$$

## Image energy of one charge

First let the sheet have no polarizability of its own. A charge $Q$ at height $h$ produces, at a surface point a distance $s$ away in the plane, the downward normal field

$$E_n=\frac{Qh}{4\pi\varepsilon_0(s^2+h^2)^{3/2}}.$$

The induced surface charge $\sigma$ adds a field $\sigma/2\varepsilon_0$ pointing away from the surface on each side: downward below it, upward above it. Continuity of the normal displacement requires

$$\varepsilon\left(E_n+\frac{\sigma}{2\varepsilon_0}\right)=E_n-\frac{\sigma}{2\varepsilon_0}.$$

Collecting the terms in $\sigma$ gives $(\varepsilon+1)\sigma/2\varepsilon_0=-(\varepsilon-1)E_n$, so

$$\sigma(s)=-2\varepsilon_0\beta E_n=-\frac{\beta Qh}{2\pi(s^2+h^2)^{3/2}}. \tag{3}$$

The potential of this charge at the position of $Q$ is

$$\varphi_{\rm ind}=\int_0^\infty\frac{2\pi s\,\sigma\,ds}{4\pi\varepsilon_0\sqrt{s^2+h^2}}
=-\frac{\beta Qh}{4\pi\varepsilon_0}\int_0^\infty\frac{s\,ds}{(s^2+h^2)^2}
=-\frac{\beta Q}{4\pi\varepsilon_0\,2h}, \tag{4}$$

because the last integral is $1/2h^2$. It equals the potential of an image charge $-\beta Q$ at depth $h$ below the surface.

The product $Q\varphi_{\rm ind}$ is not the energy change, since $\sigma$ was built up by $Q$ itself. The energy follows from the force. Its component along $+z$ is

$$F(h)=Q\int_0^\infty\frac{2\pi s\,\sigma\,h\,ds}{4\pi\varepsilon_0(s^2+h^2)^{3/2}}
=-\frac{\beta Q^2h^2}{4\pi\varepsilon_0}\int_0^\infty\frac{s\,ds}{(s^2+h^2)^3}
=-\frac{\beta Q^2}{4\pi\varepsilon_0\,4h^2},$$

where the integral is $1/4h^4$. With $F=-dU/dh$ and $U(\infty)=0$,

$$U(d)=\int_d^\infty F\,dh=-\frac{\beta Q^2}{4\pi\varepsilon_0\,4d}=\tfrac12Q\varphi_{\rm ind}(d). \tag{5}$$

The other half of $Q\varphi_{\rm ind}$ has been spent on polarizing the substrate.

Since $U$ depends on $Q^2$, electron and hole gain equally. Both $E(N+1)$ and $E(N-1)$ fall by $\beta K/4d$. Therefore $A$ rises and $I$ falls by this amount. On a level diagram the electron level $-A$ moves down and the hole level $-I$ moves up, and

$$\Delta E_g^{\rm bare}=-\frac{\beta K}{2d}. \tag{6}$$

For $\varepsilon=4$, $\beta=3/5$, and with $d=0.5$ nm,

$$\Delta E_g^{\rm bare}=-\frac{0.600\times1.440\ \text{eV nm}}{2\times0.50\ \text{nm}}=-0.864\ \text{eV},$$

or $-0.432$ eV per carrier. Direct integration of the force from surface charges gives $-0.4316$ eV per carrier; the integration path ends at a height of $1000d$, which omits one part in a thousand.

## Why a delocalized carrier keeps its image energy

A band electron is spread over the whole sheet, and the classical image energy of its average density tends to zero as the sheet grows. Equation (6) nevertheless survives if the substrate follows the position of the electron and not its average density.

Consider one substrate coordinate $x$ with stiffness $\kappa$, coupled to the sheet charge operator $\hat Q$ by $\tfrac12\kappa x^2-gx\hat Q$. If it is fast, it settles at $x=g\hat Q/\kappa$ for each charge configuration, leaving $-g^2\hat Q^2/2\kappa$. Summed over all substrate coordinates, this gives

$$\hat H_{\rm im}=\tfrac12\sum_{ij}\hat Q_iw_{ij}\hat Q_j,\qquad \hat Q_i=b_i-\hat n_i, \tag{7}$$

where $b_i$ is the positive background on site $i$, charges are in units of $e$, and $w_{ij}=w(R_{ij})$ with

$$w(R)=-\frac{\beta K}{\sqrt{R^2+4d^2}},\qquad w(0)=-\frac{\beta K}{2d}.$$

The term $i=j$ must be kept, for it is the interaction of a charge with its own image.

Take a Slater determinant with density matrix $P_{ij}=\langle c_i^\dagger c_j\rangle$ and mean charges $q_i=b_i-P_{ii}$. Wick's theorem gives $\langle\hat n_i\hat n_j\rangle=P_{ii}P_{jj}+\delta_{ij}P_{ii}-|P_{ij}|^2$, hence

$$\langle\hat H_{\rm im}\rangle=\tfrac12\sum_{ij}w_{ij}\left(q_iq_j+\delta_{ij}P_{ii}-|P_{ij}|^2\right). \tag{8}$$

Add an electron in a normalized conduction state $c_i$ with the other orbitals frozen, so that $P_{ij}\to P_{ij}+c_i^*c_j$. The direct and exchange terms each produce $\tfrac12\sum w_{ij}|c_i|^2|c_j|^2$, with opposite signs, and these cancel. The remainder is

$$\delta E_c=-\sum_{ij}w_{ij}q_i|c_j|^2+\tfrac12w(0)-X_c,\qquad
X_c=\sum_{ij}w_{ij}P_{ij}^*c_i^*c_j. \tag{9}$$

The first sum is negligible, because $w$ is smooth on the scale of a cell and the cells are neutral. In an insulator $P_{ij}$ is short-ranged, so for large $d$ one may replace $w_{ij}$ by $w(0)$ in $X_c$. What is left is $w(0)$ times the weight of the conduction state in the filled band, which is zero. Thus $\delta E_c=w(0)/2$.

To remove an electron from a valence state $v_i$, put $P_{ij}\to P_{ij}-v_i^*v_j$. The same steps give $\delta E_v=-\tfrac12w(0)+X_v$. Now the state lies wholly in the filled band, so $X_v=w(0)$ and again $\delta E_v=w(0)/2$. The two total energies add to $w(0)$, which is (6). This holds to first order in $w$ and for $d$ large compared with the range of $P_{ij}$.

### The first correction for finite extent

For small $R/d$, $w(R)\simeq w(0)(1-R^2/8d^2)$. To evaluate the second term in $X_c$, define

$$p(\mathbf q)=\sum_{ij}P_{ij}^*c_i^*c_j\,e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)},$$

the weight in the filled band of the conduction state after its wave vector has been shifted by an amount $q$. Two derivatives bring down $-R_{ij}^2$, so $X_c\simeq w(0)\nabla_q^2p(0)/8d^2$.

For a massive Dirac band edge, $H=\hbar v\,\mathbf k\cdot\boldsymbol\sigma+(\Delta/2)\sigma_z$ with full gap $\Delta$, perturbation theory gives the mixing amplitude $\hbar vq/\Delta$. With $\xi=\hbar v/\Delta$, $p\simeq\xi^2q^2$. In two dimensions $\nabla_q^2q^2=4$, so $X_c\simeq w(0)\xi^2/2d^2$ and

$$\delta E_c\simeq\tfrac12w(0)\left(1-\frac{\xi^2}{d^2}\right). \tag{10}$$

For the hole, the filled-band weight is $1-\xi^2q^2$. Hence $X_v\simeq w(0)(1-\xi^2/2d^2)$, and $\delta E_v$ has the same value. Through the mixing of the two bands, a carrier at the band edge interacts with its own image as if it were spread over a length of order $\xi$, which slightly weakens the self-image.

Determinants on a honeycomb lattice of lattice constant $a$, with $d=3a$ and $\xi=0.26a$, test this result. Both carriers keep 0.9934 of $w(0)/2$, while (10) predicts 0.9925. The reduction itself, 0.0066, is about 12% smaller than the predicted 0.0075. Higher orders in $\xi/d$, the departure of the lattice bands from the Dirac form and the periodic copies of the finite lattice can all contribute to this difference; their shares were not separated.

### How fast the substrate must be

A two-site carrier coupled to one mode gives a first picture of what the word static requires:

$$H=-t\sigma_x+\Omega b^\dagger b+g\sigma_z(b+b^\dagger),$$

with $t$, $\Omega$ and $g$ as energies. For a carrier fixed on one site, completing the square gives the lowering $g^2/\Omega$. For a hopping carrier at weak coupling, the unperturbed state is the even combination, of energy $-t$. The coupling leads to the odd combination with one quantum, of energy $t+\Omega$. Second-order perturbation theory gives the lowering $g^2/(\Omega+2t)$, and the ratio is

$$\frac{\text{lowering of moving carrier}}{\text{lowering of fixed carrier}}=\frac{\Omega}{\Omega+2t}. \tag{11}$$

With $t=0.1$ eV, diagonalization gives 0.98 for $\Omega=10$ eV, 0.83 for 1 eV and 0.33 for 0.1 eV, in agreement with (11). In this model a mode with $\Omega=t$ gives a third of the full lowering, and a slower mode gives less. The model is the least favourable case, because its mode shifts the two sites in opposite directions and every quantum costs the carrier $2t$. A mode that shifts both sites equally commutes with the hopping and gives $g^2/\Omega$ at any $\Omega$. The image potential is built from in-plane wave vectors $q$ of order $1/2d$ or less, and for such a mode $2t$ in (11) is replaced by the recoil energy of the carrier, $\hbar^2q^2/2m$ near a band edge. On a square lattice of spacing $a$ this is $ta^2q^2$, only $0.09t$ at $q=1/2d$ for $a=0.3$ nm and $d=0.5$ nm. At weak coupling, the full static image energy therefore requires $\Omega$ to be large compared with this recoil energy, which for $d$ larger than the lattice spacing is a much weaker condition than $\Omega\gg t$. Strong coupling to a slow mode can instead localize the carrier, and (11) no longer applies. For a substrate with slow lattice vibrations, the electronic permittivity gives only the electronic part of the shift. The lattice part needs a dynamical treatment and should not be assumed to vanish.

## The sheet also screens

Let the sheet respond to the in-plane potential $\varphi$ with the induced charge density $2\varepsilon_0r_0\nabla_\parallel^2\varphi$, which defines its screening length $r_0$. The layer is treated as infinitely thin, and $r_0$ is assumed not to change near the substrate.

For an in-plane wave vector of magnitude $q$, Laplace's equation has solutions $e^{\pm qz}$. A charge component $\rho$ in the sheet produces $(\rho/2\varepsilon_0q)e^{-q|z|}$ in vacuum. With the substrate present, write

$$\varphi=\frac{\rho}{2\varepsilon_0q}\times\begin{cases}e^{qz}+R\,e^{-q(z+2d)},&-d<z<0,\\ T\,e^{qz},&z<-d.\end{cases}$$

At $z=-d$, continuity of the potential gives $1+R=T$, and continuity of the displacement gives $1-R=\varepsilon T$. Eliminating $T$ yields $R=(1-\varepsilon)/(1+\varepsilon)=-\beta$. The potential in the sheet is thus multiplied by

$$F(q)=1-\beta e^{-2qd}. \tag{12}$$

The total sheet charge is the added charge $\rho_{\rm add}$ plus the induced charge $-2\varepsilon_0r_0q^2\varphi$. Therefore

$$\varphi=\frac{F}{2\varepsilon_0q}\left(\rho_{\rm add}-2\varepsilon_0r_0q^2\varphi\right)
\quad\Rightarrow\quad
\varphi=\frac{\rho_{\rm add}}{2\varepsilon_0q}\,\frac{F}{1+r_0qF}.$$

The interaction of two like unit charges is $W(q)=(e^2/2\varepsilon_0q)\,F/(1+r_0qF)$. For the free sheet, $F=1$. The part due to the substrate is the difference, for which

$$\frac{F}{1+r_0qF}-\frac1{1+r_0q}=\frac{F(1+r_0q)-(1+r_0qF)}{(1+r_0qF)(1+r_0q)}=\frac{-\beta e^{-2qd}}{(1+r_0q)(1+r_0qF)}.$$

The inverse transform contains $d^2q/(2\pi)^2$. Its angular integral gives $2\pi J_0(q\rho)$, where $\rho$ now denotes the in-plane separation, and the remaining prefactor is $e^2/(4\pi\varepsilon_0)=K$. Hence

$$\Delta W(\rho)=-K\int_0^\infty dq\,\frac{J_0(q\rho)\,\beta e^{-2qd}}{(1+r_0q)\left[1+r_0q(1-\beta e^{-2qd})\right]}. \tag{13}$$

If the added charge is built up from zero to its final value, the induced potential grows in proportion, which gives the factor one half found in (5). Subtracting the free-sheet energy leaves $\Delta W(0)/2$ for each carrier. For band states, I use the static Coulomb-hole and screened-exchange approximation. It has the structure of (9) with $\Delta W$ in place of $w$. When $\Delta W$ varies little over the range of $P_{ij}$, the gap change is

$$\boxed{\Delta E_g=\Delta W(0)=-K\int_0^\infty dq\,\frac{\beta e^{-2qd}}{(1+r_0q)\left[1+r_0q(1-\beta e^{-2qd})\right]}} \tag{14}$$

To first order in $\beta$, the denominator is $(1+r_0q)^2$. One factor weakens the field that reaches the substrate, and the other weakens the field that returns. The remaining dependence on $\beta$ describes repeated reflection between sheet and substrate.

For $r_0=4$ nm, (14) gives $-0.1715$ eV, or $-0.086$ eV per carrier. A finite-difference solution of Poisson's equation, integrated over $q$, gives the same value to the printed digits. A chosen free-sheet gap of 2.50 eV becomes

$$2.50\ \text{eV}-0.17\ \text{eV}=2.33\ \text{eV}.$$

The screened reduction is 0.20 of the bare one. This accounts for the two numbers at the start.

## Weak and strong sheet screening

The exponential restricts $q$ to values of order $1/2d$ or less. If $r_0\ll d$, then $r_0q\ll1$ throughout this range, both factors in the denominator tend to one, and $\int_0^\infty\beta e^{-2qd}dq=\beta/2d$ recovers (6).

If $r_0\gg d$, put $u=r_0q$. Let $c=1-\beta=2/(\varepsilon+1)$. With the exponential set to one, the integrand falls as $u^{-2}$ once $u$ is well above $1/c$, so the important wave vectors reach $q\sim1/(cr_0)$. The replacement must hold in the numerator, which needs $2qd\ll1$, and also in the factor $1-\beta e^{-2qd}\simeq c+2\beta qd$, which needs $2\beta qd\ll c$. At $q\sim1/(cr_0)$ both conditions are met if $r_0/d\gg1/c^2$; for large $\varepsilon$ the second is the stricter one. With the exponential set to one,

$$\frac{\beta}{(1+u)(1+cu)}=\frac1{1+u}-\frac c{1+cu},$$

as recombining the right-hand side confirms. Its integral from zero is $\ln[(1+u)/(1+cu)]$, which tends to $\ln(1/c)$. Therefore

$$\Delta E_g\to-\frac K{r_0}\ln\frac{\varepsilon+1}2\qquad\left(\frac{r_0}{d}\gg\frac{(\varepsilon+1)^2}4\right). \tag{15}$$

The distance has dropped out. For finite $\varepsilon$, the bare result diverges as $d\to0$, whereas the screened one saturates. The integrand in (14) increases with $\beta e^{-2qd}$, so replacing the exponential by one overestimates the reduction. In the example (15) gives 0.33 eV, nearly twice the full 0.17 eV: the ratio $r_0/d=8$ barely exceeds $(\varepsilon+1)^2/4=6.25$ and is not yet large enough for the limit. At $r_0=10^4d$ the integral is within 0.5% of it. For a perfect conductor the logarithm diverges, and the exponential in (14) must be kept.

The dependence on distance shows the same change of regime. Between $d=0.5$ and 0.3 nm, the bare reduction grows from 0.86 to 1.44 eV, but the screened one only from 0.17 to 0.20 eV. At $d=5$ nm, slightly more than $r_0$, the values are 0.0864 and 0.0545 eV. The screened gap is thus much less sensitive to the choice of $d$ at contact, which is fortunate because the position of the electrostatic surface is uncertain on the atomic scale. It is sensitive to $r_0$: at $d=0.5$ nm, raising $r_0$ from 1 to 8 nm lowers the reduction from 0.38 to 0.10 eV.

## A neutral pair

Suppose the electron and the hole are present together at a fixed separation $\rho$. Each has its self-energy $\Delta W(0)/2$, and their opposite charges contribute $-\Delta W(\rho)$. The substrate changes the pair energy by

$$\Delta E_{\rm pair}(\rho)=\Delta W(0)-\Delta W(\rho). \tag{16}$$

Since $\Delta W(\rho)$ is negative, the second term is positive: the substrate weakens the attraction. As $\rho\to0$, $J_0\to1$ and the two terms cancel, because a pair of coincident opposite charges has no field to polarize the substrate. At large $\rho$ the second term vanishes and the full gap reduction returns.

For $\rho=1$ nm,

$$\Delta E_{\rm pair}=-0.1715\ \text{eV}+0.1647\ \text{eV}=-0.0068\ \text{eV}.$$

The transport gap has fallen by 172 meV and the energy of this pair by 7 meV. For a compact exciton, the optical gap is therefore much less affected than the transport gap: the lower gap is nearly offset by the lower binding energy. Equation (16) holds the separation fixed. A real exciton also adjusts its size to the weaker attraction, which lowers its energy further within the same static model.

## Where the description ends

Equation (14) compares one sheet with and without a substrate; it does not supply the free-sheet gap. At contact, $d$ may be comparable to the thickness of the layer, and then neither the thin-sheet response nor a sharp dielectric surface is assured. Overlap of sheet and substrate orbitals adds level shifts that this electrostatic model does not contain. The static treatment also requires the polarization of the sheet itself to follow the carrier. The values above are therefore results of a macroscopic electrostatic model, and their last printed digits, listed in the numerical output below, measure numerical agreement within that model and not the accuracy expected for a material.

## Values computed for the example and the checks

```
K = e^2/(4 pi eps0): 1.43996 eV nm
Distance d: 0.50 nm; permittivity eps: 4.0
Image factor beta: 0.600
Sheet screening length r0: 4.0 nm
Free-sheet gap (chosen): 2.500 eV
Charge in field of surface charge: -0.8640 eV
Work of assembly, from force: -0.4316 eV
Bare shift per carrier, formula: -0.4320 eV
Bare gap change: -0.8640 eV
Screened shift per carrier: -0.0858 eV
Screened gap change, formula: -0.1715 eV
Screened gap change, Poisson grid: -0.1715 eV
Gap near substrate: 2.3285 eV
Screened/bare gap change: 0.1985
Strong-screening limit at this r0: -0.3299 eV
Integral/limit at r0 = 10000 d: 0.99519
Gap change against distance (r0 and eps as above):
  d = 0.3 nm: screened -0.1995 eV, bare -1.4400 eV
  d = 0.5 nm: screened -0.1715 eV, bare -0.8640 eV
  d = 1.0 nm: screened -0.1323 eV, bare -0.4320 eV
  d = 2.0 nm: screened -0.0951 eV, bare -0.2160 eV
  d = 5.0 nm: screened -0.0545 eV, bare -0.0864 eV
Gap change against sheet screening (d and eps as above):
  r0 = 0.0 nm: -0.8640 eV
  r0 = 0.5 nm: -0.5056 eV
  r0 = 1.0 nm: -0.3802 eV
  r0 = 2.0 nm: -0.2646 eV
  r0 = 4.0 nm: -0.1715 eV
  r0 = 8.0 nm: -0.1045 eV
Pair separation rho: 1.0 nm
Loss of pair attraction: 0.1647 eV
Net change of pair energy: -0.0068 eV
Lattice test: d = 3.0 a, xi = 0.2598 a
  electron shift/(w(0)/2): 0.99336
  hole shift/(w(0)/2): 0.99336
  predicted 1-(xi/d)^2: 0.99250
Two-site carrier, hopping 0.1 eV:
  mode 10.0 eV: fraction of full lowering 0.9804
  mode 1.0 eV: fraction of full lowering 0.8333
  mode 0.1 eV: fraction of full lowering 0.3334
```
